# Fourier's law in a harmonic chain with self-consistent reservoirs: test program

```python
"""
Harmonic chain with a self-consistent Langevin reservoir on every site.
Result under test: Fourier's law holds for long chains, with conductivity
  kappa = kB a w0^2 / (gamma [2 + nu^2 + sqrt(nu^2 (nu^2 + 4))]).
Symbols: w0^2 = spring/mass, nu^2 = on-site spring/neighbour spring,
gamma = friction rate, a = spacing, N = number of sites, walls fixed.
Reduced units: mass = w0 = kB = a = 1. The end reservoirs have imposed
temperatures; interior ones exchange no energy on average.
M[i,j] = kinetic temperature at site i per unit reservoir temperature at j.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_continuous_lyapunov


def force_matrix(n, nu2):
    return (2 + nu2) * np.eye(n) - np.eye(n, k=1) - np.eye(n, k=-1)


def response_matrix(n, nu2, gamma):
    w2, modes = np.linalg.eigh(force_matrix(n, nu2))
    total = w2[:, None] + w2[None, :]
    diff = w2[:, None] - w2[None, :]
    factor = 2 * gamma**2 * total / (2 * gamma**2 * total + diff**2)
    result = np.empty((n, n))
    for i in range(n):
        product = modes * modes[i]
        result[i] = np.sum((product @ factor) * product, axis=1)
    return result


def self_consistent(matrix, gamma):
    """Profile and current for end temperatures 1 and 0."""
    n = len(matrix)
    temp = np.zeros(n)
    temp[0] = 1.0
    inner = slice(1, n - 1)
    temp[inner] = np.linalg.solve(np.eye(n - 2) - matrix[inner, inner],
                                  matrix[inner, 0])
    current = gamma * matrix[0] @ (temp[0] - temp)
    return temp, current


def kappa_formula(nu2, gamma):
    return 1 / (gamma * (2 + nu2 + np.sqrt(nu2 * (nu2 + 4))))


def covariance(n, nu2, friction, temp):
    """Stationary covariance from the equations of motion."""
    drift = np.block([[np.zeros((n, n)), np.eye(n)],
                      [-force_matrix(n, nu2), -np.diag(friction)]])
    noise = np.zeros((2 * n, 2 * n))
    noise[n:, n:] = np.diag(2 * friction * temp)
    return solve_continuous_lyapunov(drift, -noise)


def bulk_green(omega, r, nu2, gamma):
    z = (2 + nu2 - omega**2 - 1j * gamma * omega) / 2
    lam = np.arccosh(z + 0j)
    return np.exp(-lam * r) / (2 * np.sinh(lam))


nu2, gamma, n_main = 1.0, 0.5, 100
t_left, t_right = 310.0, 290.0
w0, spacing = 5e12, 0.5e-9
kappa = kappa_formula(nu2, gamma)

# Midpoint rule on omega = tan(theta), covering all frequencies
n_freq = 4000
theta = -np.pi / 2 + np.pi * (np.arange(n_freq) + 0.5) / n_freq
omega = np.tan(theta)
weight = np.pi / n_freq * (1 + omega**2)

# Spectral response against the direct frequency integral, small chain
small = response_matrix(8, nu2, gamma)
integral = np.zeros((8, 8))
for w, dw in zip(omega, weight):
    green = np.linalg.inv(force_matrix(8, nu2)
                          - (w**2 + 1j * gamma * w) * np.eye(8))
    integral += gamma / np.pi * dw * w**2 * np.abs(green)**2
assert np.allclose(small, integral, atol=1e-7)
assert np.all(integral > 0)
assert np.allclose(integral.sum(axis=1), 1, atol=1e-7)

# Bulk response: normalisation, second moment, group-velocity average
bulk = np.array([gamma / np.pi * np.sum(
    weight * omega**2 * np.abs(bulk_green(omega, r, nu2, gamma))**2)
    for r in range(121)])
r_all = np.arange(121)
kappa_moment = gamma * np.sum(r_all**2 * bulk)
assert abs(bulk[0] + 2 * bulk[1:].sum() - 1) < 1e-7
assert abs(kappa_moment / kappa - 1) < 1e-6
k_grid = 2 * np.pi * np.arange(2000) / 2000
step = 1e-4


def dispersion(k):
    return np.sqrt(nu2 + 2 - 2 * np.cos(k))


slope = (dispersion(k_grid + step) - dispersion(k_grid - step)) / (2 * step)
mean_v2 = np.mean(slope**2)
assert abs(mean_v2 / gamma / kappa - 1) < 1e-6

# Self-consistency and bond currents from the equations of motion
n_ly = 30
temp_ly, current_ly = self_consistent(response_matrix(n_ly, nu2, gamma), gamma)
cov = covariance(n_ly, nu2, gamma * np.ones(n_ly), temp_ly)
kinetic = np.diag(cov)[n_ly:]
bonds = np.diag(cov[:n_ly, n_ly:], k=1)
assert np.allclose(kinetic[1:-1], temp_ly[1:-1], atol=1e-9)
assert np.allclose(bonds, current_ly, rtol=1e-7)

# Main chain: two-sided resistance bounds and profile
main = response_matrix(n_main, nu2, gamma)
temp, current = self_consistent(main, gamma)
resistance = 1 / current
index = np.arange(n_main)
distance = index[None, :] - index[:, None]
cut = np.array([np.sum((gamma * main * distance)[:l + 1, l + 1:])
                for l in range(n_main - 1)]) / kappa
neighbour = gamma * np.diag(main, k=1)
lower = (n_main - 1)**2 / (kappa * cut.sum())
upper = ((n_main - 1) / kappa + np.sum(1 - cut) / kappa
         + np.sum((1 - cut)**2 / neighbour))
assert lower <= resistance <= upper
assert abs(cut[n_main // 2] - 1) < 1e-6
assert np.allclose(main[50, 50:60], bulk[:10], atol=1e-7)
contact = resistance - (n_main - 1) / kappa

# Differential resistance gives kappa for weak and strong friction
sweep = []
for g in (0.2, 0.5, 1.0, 3.0):
    res = [1 / self_consistent(response_matrix(n, nu2, g), g)[1]
           for n in (60, 120)]
    measured = 60 / (res[1] - res[0])
    assert abs(measured / kappa_formula(nu2, g) - 1) < 1e-5
    sweep.append((g, measured, kappa_formula(nu2, g)))

# Length dependence: all reservoirs against end reservoirs only
lengths = []
for n in (20, 40, 80):
    t_n, j_n = self_consistent(response_matrix(n, nu2, gamma), gamma)
    deviation = np.max(np.abs(t_n - np.linspace(1, 0, n)))
    friction = np.zeros(n)
    friction[[0, -1]] = gamma
    ends = np.zeros(n)
    ends[0] = 1.0
    cov_n = covariance(n, nu2, friction, ends)
    lengths.append((n, j_n, cov_n[n // 2 - 1, n + n // 2], deviation))
assert abs(lengths[2][2] / lengths[1][2] - 1) < 0.02
assert lengths[2][1] < 0.6 * lengths[1][1]
assert lengths[2][3] < 0.6 * lengths[1][3]

# Vanishing friction at fixed length
g_weak = 1e-5
weak = self_consistent(response_matrix(20, nu2, g_weak), g_weak)[1] / g_weak
assert abs(weak - 0.5) < 1e-3

# No on-site spring: slower convergence and power-law response
free = {n: 1 / self_consistent(response_matrix(n, 0.0, gamma), gamma)[1]
        for n in (50, 100, 200)}
free_kappa = [50 / (free[100] - free[50]), 100 / (free[200] - free[100])]
free_exact = kappa_formula(0.0, gamma)
free_error = [abs(x / free_exact - 1) for x in free_kappa]
assert free_error[1] < free_error[0] and free_error[1] < 0.05
r_tail = 80


def tail_integrand(u):
    w = u * u
    return (2 * gamma / np.pi * w**2 * 2 * u
            * abs(bulk_green(w, r_tail, 0.0, gamma))**2)


tail = (quad(tail_integrand, 0, 0.5, epsabs=1e-16, limit=200)[0]
        + quad(tail_integrand, 0.5, 3, epsabs=1e-16, limit=200)[0])
tail_law = 3 / (2 * np.pi * gamma**2 * r_tail**4)
assert abs(tail / tail_law - 1) < 0.03

# Conversion of the main results
delta = t_left - t_right
kappa_si = kappa * const.k * spacing * w0
current_si = current * delta * const.k * w0
profile = t_right + delta * temp
quantum = const.hbar * w0 * np.sqrt(nu2 + 4) / (const.k * t_right)

print(f"nu^2 = {nu2:.1f}, gamma = {gamma:.1f} w0, N = {n_main}")
print(f"T_L = {t_left:.0f} K, T_R = {t_right:.0f} K")
print(f"w0 = {w0:.1e} 1/s, a = {spacing*1e9:.1f} nm")
print(f"hbar*w_top/(kB*T_R) = {quantum:.3f}")
print(f"mean squared group velocity = {mean_v2:.6f} (a w0)^2")
print(f"kappa, closed form = {kappa:.6f} kB a w0")
print(f"kappa, second moment = {kappa_moment:.6f} kB a w0")
for r in range(5):
    print(f"bulk M_{r} = {bulk[r]:.6f}")
print(f"resistance R_N = {resistance:.4f} 1/(kB w0)")
print(f"lower bound = {lower:.4f} 1/(kB w0)")
print(f"upper bound = {upper:.4f} 1/(kB w0)")
print(f"(N-1)a/kappa = {(n_main-1)/kappa:.4f} 1/(kB w0)")
print(f"contact part = {contact:.4f} 1/(kB w0)")
for site in (1, 2, 3, 25, 50, 51, 75, 99, 100):
    print(f"reservoir T at site {site} = {profile[site-1]:.3f} K")
print(f"heat current = {current_si:.4e} W")
print(f"kappa of one chain = {kappa_si:.4e} W m/K")
print(f"kappa/a^2 = {kappa_si/spacing**2:.4f} W/(m K)")
print("gamma/w0; kappa from R_120-R_60; formula (kB a w0)")
for g, measured, formula in sweep:
    print(f"{g:.1f}; {measured:.6f}; {formula:.6f}")
print("N; J/dT all baths; J/dT end baths (kB w0); max dev./dT")
for n, j_all, j_end, dev in lengths:
    print(f"{n}; {j_all:.6f}; {j_end:.6f}; {dev:.5f}")
print(f"N=20, gamma={g_weak:.0e} w0: J/(gamma kB dT) = {weak:.5f}")
print(f"nu=0 kappa, formula = {free_exact:.5f} kB a w0")
print(f"nu=0 kappa, N 50 to 100 = {free_kappa[0]:.5f} kB a w0")
print(f"nu=0 kappa, N 100 to 200 = {free_kappa[1]:.5f} kB a w0")
print(f"nu=0 M_{r_tail}: integral {tail:.4e}, tail law {tail_law:.4e}")
print("all good")
```

Printed output:

```
nu^2 = 1.0, gamma = 0.5 w0, N = 100
T_L = 310 K, T_R = 290 K
w0 = 5.0e+12 1/s, a = 0.5 nm
hbar*w_top/(kB*T_R) = 0.294
mean squared group velocity = 0.190983 (a w0)^2
kappa, closed form = 0.381966 kB a w0
kappa, second moment = 0.381966 kB a w0
bulk M_0 = 0.589892
bulk M_1 = 0.129325
bulk M_2 = 0.045692
bulk M_3 = 0.017702
bulk M_4 = 0.007161
resistance R_N = 263.8576 1/(kB w0)
lower bound = 262.2654 1/(kB w0)
upper bound = 265.5670 1/(kB w0)
(N-1)a/kappa = 259.1854 1/(kB w0)
contact part = 4.6722 1/(kB w0)
reservoir T at site 1 = 310.000 K
reservoir T at site 2 = 309.624 K
reservoir T at site 3 = 309.426 K
reservoir T at site 25 = 305.060 K
reservoir T at site 50 = 300.099 K
reservoir T at site 51 = 299.901 K
reservoir T at site 75 = 295.138 K
reservoir T at site 99 = 290.376 K
reservoir T at site 100 = 290.000 K
heat current = 5.2326e-12 W
kappa of one chain = 1.3184e-20 W m/K
kappa/a^2 = 0.0527 W/(m K)
gamma/w0; kappa from R_120-R_60; formula (kB a w0)
0.2; 0.954915; 0.954915
0.5; 0.381966; 0.381966
1.0; 0.190983; 0.190983
3.0; 0.063661; 0.063661
N; J/dT all baths; J/dT end baths (kB w0); max dev./dT
20; 0.018377; 0.145898; 0.03841
40; 0.009365; 0.145898; 0.02076
80; 0.004728; 0.145898; 0.01077
N=20, gamma=1e-05 w0: J/(gamma kB dT) = 0.50000
nu=0 kappa, formula = 1.00000 kB a w0
nu=0 kappa, N 50 to 100 = 0.98258 kB a w0
nu=0 kappa, N 100 to 200 = 0.99124 kB a w0
nu=0 M_80: integral 4.7512e-08, tail law 4.6627e-08
all good
```
